# Why silicon's lowest two conduction bands touch at X

In a plane-wave model of a diamond crystal with parameters in silicon's range, the eight lowest levels at the zone-boundary point X lie at −8.461, −8.461, −3.023, −3.023, 0.946, 0.946, 12.270 and 12.270 eV, measured from the valence top (190 plane waves; a larger basis lowers the highest pair by 2 meV, to 12.269 eV, and moves the others by less than 1 meV). The two members of each pair agree to $2\times10^{-13}$ eV, which is rounding error. At $\Gamma$ the same model has a single lowest level at −12.781 eV. No parameter was adjusted to produce the pairs. They follow from two crystal symmetries that commute at $\Gamma$ and anticommute at X.

## Model and conventions

The Hamiltonian is that of one electron without spin or magnetic field,

$$H=\frac{p^2}{2m}+V(\mathbf r),$$

where $V$ is real and has the full symmetry of the diamond crystal. Atoms sit at $\mathbf R$ and $\boldsymbol\tau+\mathbf R$, with $\boldsymbol\tau=\frac a4(1,1,1)$ and $\mathbf R$ running over the fcc lattice generated by $\frac a2(0,1,1)$, $\frac a2(1,0,1)$ and $\frac a2(1,1,0)$. Reciprocal vectors are $\frac{2\pi}{a}(h,k,l)$ with $h,k,l$ all even or all odd. The point of interest is $\mathbf X=\frac{2\pi}{a}(0,0,1)$.

A map $g$ of space acts on functions by $(gf)(\mathbf r)=f(g^{-1}\mathbf r)$. Then $(g(hf))(\mathbf r)=f(h^{-1}g^{-1}\mathbf r)=((gh)f)(\mathbf r)$, so operators multiply in the same order as maps. A translation gives $(T(\mathbf t)f)(\mathbf r)=f(\mathbf r-\mathbf t)$, and for a lattice vector $\mathbf t$ a Bloch state obeys

$$T(\mathbf t)\psi_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf t}\psi_{\mathbf k}.$$

The example uses $a=0.54$ nm and Fourier components

$$V_{\mathbf G}=v(|\mathbf G|)\,\tfrac12\left(1+e^{-i\mathbf G\cdot\boldsymbol\tau}\right),$$

with $v=-2.9$, 0.5 and 1.1 eV for $G^2=3$, 8 and 11 in units of $(2\pi/a)^2$, and zero otherwise.

## Two symmetries and their order

Take inversion about a bond centre and a twofold rotation about an axis through an atom:

$$P:\ \mathbf r\to-\mathbf r+\boldsymbol\tau,\qquad C:\ (x,y,z)\to(x,-y,-z).$$

$P$ sends $\mathbf R$ to $\boldsymbol\tau-\mathbf R$ and $\boldsymbol\tau+\mathbf R$ to $-\mathbf R$, so it exchanges the sublattices. $C$ sends $\mathbf R$ to the lattice vector $C\mathbf R$, and $\boldsymbol\tau+\mathbf R$ to $\boldsymbol\tau-\mathbf t+C\mathbf R$, where

$$\mathbf t=\boldsymbol\tau-C\boldsymbol\tau=\tfrac a4(1,1,1)-\tfrac a4(1,-1,-1)=\tfrac a2(0,1,1)$$

is a lattice vector. Both maps preserve the crystal, hence both commute with $H$. Applying either one twice gives the identity, so $P^2=C^2=1$.

Now compare the two orders:

$$PC\,\mathbf r=-C\mathbf r+\boldsymbol\tau,\qquad CP\,\mathbf r=C(-\mathbf r+\boldsymbol\tau)=-C\mathbf r+C\boldsymbol\tau.$$

They differ by $\boldsymbol\tau-C\boldsymbol\tau$, so

$$PC=T(\mathbf t)\,CP. \tag{1}$$

Moving the origin conjugates every operator by a translation. This leaves $T(\mathbf t)$ unchanged, so (1) cannot be simplified that way.

## The degeneracy at X

Let $g$ have rotational part $S$. Since $T(\mathbf R)g=g\,T(S^{-1}\mathbf R)$,

$$T(\mathbf R)\,g\psi_{\mathbf k}=e^{-i\mathbf k\cdot S^{-1}\mathbf R}g\psi_{\mathbf k}=e^{-i(S\mathbf k)\cdot\mathbf R}g\psi_{\mathbf k},$$

and $g\psi_{\mathbf k}$ has wave vector $S\mathbf k$. Both $P$ and $C$ take $\mathbf X$ to $-\mathbf X$. The difference $2\mathbf X=\frac{2\pi}{a}(0,0,2)$ is a reciprocal vector, so $-\mathbf X$ and $\mathbf X$ label the same Bloch space. $P$ and $C$ therefore act within that space and, because they commute with $H$, within each of its levels.

On this space $T(\mathbf t)$ is the number

$$e^{-i\mathbf X\cdot\mathbf t}=e^{-i(2\pi/a)(a/2)}=-1,$$

and (1) becomes

$$PC=-CP\qquad\text{at X}. \tag{2}$$

Let $W$ be the space of states of one level at X. Because $P^2=1$, it splits into $W_+$ and $W_-$, on which $P=+1$ and $P=-1$. If $P\psi=\pm\psi$, then

$$P(C\psi)=-C(P\psi)=\mp C\psi .$$

So $C$ carries $W_+$ into $W_-$ and $W_-$ into $W_+$. It is invertible, since $C^2=1$, and the two spaces have equal dimension. Hence

$$\dim W=2\dim W_+ ,$$

which is even and at least 2. Time reversal was not used. At $\Gamma$ the translation factor is $+1$, (2) does not hold, and the argument forces nothing.

Now order the bands at X by energy. Every level contributes an even number of bands, so no level can begin at an even-numbered band. Therefore

$$E_1=E_2,\quad E_3=E_4,\quad E_5=E_6,\ \ldots$$

Silicon has eight valence electrons per primitive cell. With two spin states per orbital they fill four bands, and bands 5 and 6 are the lowest conduction bands. They touch at X. The even count matters: had an odd number of bands been filled, a pair would straddle the filling and there could be no gap at X.

In the example, $P$ has eigenvalues −1 and +1 within the conduction pair, as the proof requires. The pairing was also tested for five diamond potentials with random form factors. Over all levels of the 190-wave basis the largest mismatch was $7\times10^{-13}$ eV.

## The smallest case, and a condition on the basis

The two waves $|\pm\rangle=e^{\pm i\mathbf X\cdot\mathbf r}$ show the mechanism. With $\mathbf X\cdot\boldsymbol\tau=\pi/2$,

$$P|+\rangle=e^{i\mathbf X\cdot(-\mathbf r+\boldsymbol\tau)}=i|-\rangle,\qquad P|-\rangle=-i|+\rangle,\qquad C|\pm\rangle=|\mp\rangle .$$

Thus $P=\sigma_y$ and $C=\sigma_x$. A $2\times2$ Hamiltonian that commutes with both is a multiple of the unit matrix. Directly, the coupling of the two waves is the component with $\mathbf G=2\mathbf X$, whose structure factor is $\frac12(1+e^{-i\pi})=0$. The vanishing of this one component would not by itself exclude indirect coupling through other waves. Relation (2) excludes a splitting from all of them together.

An implementation keeps the degeneracy if its basis is closed under $P$ and $C$. A cutoff on $|\mathbf X+\mathbf G|$ meets this condition, because both operations preserve the length of the full wave vector. A cutoff on $|\mathbf G|$ at X does not in general: $P$ takes $\mathbf G$ to $-\mathbf G-2\mathbf X$, which can have a different length. The truncated matrix may then show a false splitting.

## The line from X to W

With time reversal the pairing extends along $\mathbf k=(k_x,0,2\pi/a)$. Let $K$ be complex conjugation. It commutes with $H$ because $V$ is real, and with $P$, $C$ and $T(\mathbf t)$ because these only move points. It reverses $\mathbf k$, so $\Theta=PK$ restores it. The rotation gives $C\mathbf k=\mathbf k-2\mathbf X$, which is equivalent to $\mathbf k$. From (1),

$$\Theta C=PCK=T(\mathbf t)CPK=T(\mathbf t)C\Theta .$$

Since $\mathbf k\cdot\mathbf t=\frac{2\pi}{a}\frac a2=\pi$ for every $k_x$, this reads $\Theta C=-C\Theta$. If $C\psi=c\psi$ with $c=\pm1$, then

$$C\Theta\psi=-\Theta C\psi=-c\,\Theta\psi ,$$

where the reality of $c$ lets it pass through the antiunitary $\Theta$. The states $\psi$ and $\Theta\psi$ have the same energy and different eigenvalues of $C$, so they are independent. For the lowest 16 levels at $k_x=0.1$, 0.23, 0.4 and 0.5 in units of $2\pi/a$, the largest mismatch was $5\times10^{-13}$ eV.

At a general wave vector $C$ does not preserve $\mathbf k$, even up to a reciprocal vector. At $\frac{2\pi}{a}(0.2,0.1,1)$, on the same zone face, bands 5 and 6 are 1.26 eV apart.

## Slope at X and the position of the minimum

Assume now that the level is exactly twofold, as the conduction level is in the example. For a state at $\mathbf X+\mathbf q$, removing the factor $e^{i\mathbf q\cdot\mathbf r}$ changes $H$ into

$$e^{-i\mathbf q\cdot\mathbf r}He^{i\mathbf q\cdot\mathbf r}=H+\frac{\hbar}{m}\mathbf q\cdot\mathbf p+\frac{\hbar^2q^2}{2m}.$$

To first order in $\mathbf q$ the energies follow from $\mathbf p$ within the doublet.

Choose a basis in which $P=\sigma_3$. Since $C$ anticommutes with $P$ it is off-diagonal, and since it is unitary with $C^2=1$ the relative phase of the basis states can be chosen to make $C=\sigma_1$. A third symmetry is the rotation $D:(x,y,z)\to(-x,-y,z)$. It commutes with $C$. By the calculation that led to (1), exchanging it with $P$ produces a translation by $\boldsymbol\tau-D\boldsymbol\tau=\frac a2(1,1,0)$, whose phase at X is $+1$. So $D$ commutes with both $\sigma_1$ and $\sigma_3$, and it is a number within the doublet.

But $D$ reverses $p_x$ and $p_y$. A number cannot reverse a matrix unless that matrix vanishes, so $p_x=p_y=0$ within the doublet. The component $p_z$ is reversed by $P$ and by $C$. Write it as $c_0+c_1\sigma_1+c_2\sigma_2+c_3\sigma_3$. Anticommutation with $\sigma_3$ removes $c_0$ and $c_3$, and anticommutation with $\sigma_1$ removes $c_1$. What remains is $p_z=c_2\sigma_2$, and along $z$

$$E=E_X\pm s|q|,\qquad s=\frac{\hbar|c_2|}{m}. \tag{3}$$

The operations $P$, $C$ and $D$ allow $s\neq0$ but do not fix its value, and for some twofold levels the remaining symmetries force $s=0$: bands 3, 4 and bands 7, 8 of the example stay degenerate on moving from X towards $\Gamma$. For the conduction pair the matrix element gives $s=0.1565$ eV nm, and finite differences of the band energies give the same.

A nonzero slope means that X is not the minimum. Band 5, numbered by energy, has a downward-opening cusp there. Code that differentiates it across X should diagonalize the velocity matrix within the doublet instead; a solver returns an arbitrary pair of basis states.

Let $q>0$ run from X towards $\Gamma$, and add a quadratic term with coefficient $\beta$ to the lower branch:

$$E=E_X-sq+\beta q^2 .$$

Setting the derivative to zero gives $q_0=s/(2\beta)$. Then $\beta q_0^2=sq_0/2$, and the depth is

$$E_X-E_{\min}=sq_0-\frac{sq_0}{2}=\frac{sq_0}{2}. \tag{4}$$

Direct minimization on the line $\Gamma$–X puts the minimum at $0.853\,(2\pi/a)$, so that $q_0=1.713\ \mathrm{nm^{-1}}$. Equation (4) gives

$$\tfrac12(0.1565\ \text{eV nm})(1.713\ \text{nm}^{-1})=0.134\ \text{eV}.$$

The diagonalized bands give 0.132 eV. The estimate is about 1% larger than this value, the difference coming from cubic and higher terms in $q$.

## What splits the pair

To first order, a perturbation that keeps the lattice periodicity, in coordinates that follow any strain, enters the doublet as $w_0+w_1\sigma_1+w_2\sigma_2+w_3\sigma_3$. If it commutes with both $P$ and $C$, only $w_0$ survives and the pair moves as a whole. There are two simple ways to lose that protection.

**Unequal atoms.** $P$ is lost and $C$ is kept, which leaves $w_0+w_1\sigma_1$ and a splitting $2|w_1|$. Offsetting the form factors of the two atoms by $\pm0.1$ eV on the shells $G^2=3$, 4 and 11, with all else fixed, splits the conduction pair by 221 meV. The coefficient $w_1$ can itself vanish by symmetry: the same offset leaves bands 3, 4 and bands 7, 8 degenerate at X.

**Shear $\varepsilon_{xy}$.** Inversion survives any uniform strain of two identical sublattices, but $C$ reverses the sign of $\varepsilon_{xy}$ and is lost. This leaves $w_0+w_3\sigma_3$ and a splitting $2|w_3|$. A tensor component $\varepsilon_{xy}=0.003$ gives 79 meV, and twice the shear gives 158 meV, so the response is linear in this range. Strain changes $|\mathbf G|$, so $v$ is needed slightly away from its three tabulated shells. It was continued linearly from each shell, with the slope there of the parabola through the three values, and the strain figures rest on this choice: zero slope gives 94 meV in place of 79, and a doubled slope gives 64 meV. The atoms were moved affinely; the additional relative shift of the sublattices that a real crystal undergoes was left out. About half the shift that would keep all bond lengths fixed raises the model splitting to about 100 meV.

Strain $\varepsilon_{zz}$ keeps both operations. At $\varepsilon_{zz}=0.01$ the pair stays together to $10^{-13}$ eV, although its energy moves.

Shear also changes the barrier at X between the two valleys on either side of it. With $w=|w_3|$ taken as independent of $q$, the matrix $sq\sigma_2+w_3\sigma_3$ has eigenvalues $\pm\sqrt{s^2q^2+w^2}$, because the two Pauli matrices anticommute. The lower branch is

$$E=E_X+w_0+\beta q^2-\sqrt{s^2q^2+w^2}.$$

For $q\ne0$ its derivative vanishes when $\sqrt{s^2q^2+w^2}=s^2/(2\beta)=sq_0$, that is, at $q^2=q_0^2-w^2/s^2$. Inserting this and using $\beta=s/(2q_0)$,

$$E_{\min}=E_X+w_0+\frac{sq_0}{2}-\frac{w^2}{2sq_0}-sq_0=E_X+w_0-\frac{sq_0}{2}-\frac{w^2}{2sq_0}.$$

The lower state at X has energy $E_X+w_0-w$. The barrier is the difference,

$$B=\frac{sq_0}{2}-w+\frac{w^2}{2sq_0}=\frac{(sq_0-w)^2}{2sq_0},\qquad w<sq_0. \tag{5}$$

For $w=0$ it reduces to (4). With $sq_0=268$ meV and $w=79/2=39.5$ meV, it falls from 134 to about 97 meV. At $w=sq_0$ the two valleys merge at X. Extrapolating the linear splitting puts this near 2% shear, far outside the range computed here. Equation (5) is a two-band estimate; the strained minimum was not found by diagonalization.

## Spin

With spin-orbit coupling, $P$ leaves spin alone and $C$ gains a spin rotation. The orbital sign in (2) is unchanged, so $C$ still exchanges the spaces $P=\pm1$. Time reversal keeps X up to a reciprocal vector, commutes with $P$, and squares to −1. Each parity space therefore consists of Kramers pairs and has even dimension. Two such spaces of equal size make every level at X at least fourfold, counting spin.

A coupling proportional to $(\nabla V\times\mathbf p)\cdot\boldsymbol\sigma$ was added to the example. Its strength was scaled linearly from a weak trial towards a valence splitting of 40 meV at $\Gamma$; the result was 44 meV, so the response is not strictly linear. The four conduction states at X stay together to $10^{-12}$ eV. They move by −24 meV on the model's own energy scale, which is not a change of gap, since the shift of the valence top (+5 meV) was not subtracted. The shift at X is second order in the coupling, −6 meV at half strength, and belongs to this local form of the coupling; it is not a prediction for silicon.

## Beside real silicon and its devices

The lattice constant and the position of the minimum, about 0.85 of the way to X, are close to silicon's. The model gap, taken from the valence top at $\Gamma$ to the minimum on the line $\Gamma$–X, is 0.81 eV. This is too small: silicon has roughly 1.1 eV at room temperature. A larger basis changes the model gap by 0.3 meV, so the discrepancy belongs to the round parameters and the local potential, not to truncation. The contact at X does not depend on these values, but its height above the minimum does.

At 300 K the thermal energy is 25.9 meV, and the Boltzmann factor of the X level relative to the minimum is $e^{-132.3/25.85}=0.006$. This is a ratio of occupations per state for a non-degenerate electron gas, not a fraction of the carriers. In a transistor channel stressed along [110], the shear $\varepsilon_{xy}$ breaks the assumption of full crystal symmetry. For the 0.3% used above, the model splitting is 79 meV, or 64 to about 100 meV under the other choices described earlier, which is about half the unstrained barrier or more. A gate field along $z$ also breaks $P$, $C$ and the periodicity along $z$, so X is then no longer an exact label. Take 1 MV/cm, or 0.1 V/nm, a field that exceeds the breakdown field of lightly doped bulk silicon but can occur in the thin surface layer under a gate. The potential energy then changes between neighbouring (001) atomic planes by $0.1\times0.54/4$ eV, or 13.5 meV. This is only a drop in potential; it does not give a splitting of the pair. The numerical output below lists the computed values; the estimates from (5) follow from them by hand.

## Table of computed values

```
lattice constant a = 0.54 nm
form factors, G^2 = 3, 8, 11: [-2.9, 0.5, 1.1] eV
unit 2 pi/a = 11.636 1/nm, its kinetic energy 5.158 eV
plane waves at X: 190
translation between PC and CP: [0.  0.5 0.5] a
its phase factor at X = -1.000000
levels 1-8 at X above valence top: [-8.461 -8.461 -3.023 -3.023  0.946  0.946 12.27  12.27 ] eV
levels 1-8 at Gamma above valence top: [-12.781  -0.     -0.      0.      3.491   3.491   3.491   3.746] eV
largest pair mismatch at X, all levels = 1.7e-13 eV
same for 5 random diamond potentials = 6.9e-13 eV
parities P in conduction doublet: [-1.  1.]
largest pair mismatch on X-W = 4.5e-13 eV
splitting of bands 5,6 at (0.2,0.1,1) 2pi/a = 1.2616 eV
slope s at X, matrix element = 0.15646 eV nm
slope s at X, finite difference = 0.15646 eV nm
minimum on Gamma-X at k = 0.8528 2pi/a
distance of minimum from X, q0 = 1.7132 1/nm
gap, valence top at Gamma to this minimum = 0.8133 eV
change of gap with larger basis = 0.28 meV
X level above minimum = 132.34 meV
estimate s q0/2 = 134.02 meV
sublattice form-factor offset +-0.1 eV splits pair by 220.91 meV
shear eps_xy = 0.003 splits pair by 78.95 meV
twice that shear splits it by 157.92 meV
strain eps_zz = 0.01 splits pair by 1.4e-13 eV
same strain shifts pair by -2.91 meV
spin-orbit splitting of valence top = 44.40 meV
spread of the four spin states at X = 5.4e-13 eV
spin-orbit shift of X level = -24.3595 meV
thermal energy at 300 K = 25.85 meV
Boltzmann factor of X level = 5.98e-03
drop between (001) planes at 1.0 MV/cm = 13.50 meV
```
